# Diode storage time: the diffusion solution compared with charge control

## Problem

A p⁺n diode carries a steady forward current $I_F$. At $t=0$ the external circuit reverses the current and holds it at magnitude $I_R$. The diode does not block at once, because holes stored in the n-side keep the junction forward biased for a storage time $t_s$.

(a) Find $t_s$ from the diffusion equation.

(b) Charge control follows only the total stored charge and takes storage to end when that charge is zero. Find its prediction $t_{cc}$.

(c) Decide the sign of the error $t_{cc}-t_s$, and whether the error grows with $I_R$, both as a time and as a ratio.

Evaluate the results for the model parameters $D=10\ \mathrm{cm^2/s}$ (hole diffusivity), $\tau=10\ \mathrm{\mu s}$ (hole lifetime), $A=0.01\ \mathrm{cm^2}$ (area), donor density $10^{17}\ \mathrm{cm^{-3}}$, $I_F=10$ mA and $I_R=1$, 10 and 100 mA.

**Model.** Let $x$ be the distance into the n-side from the depletion edge, and $p(x,t)$ the excess hole density over the equilibrium value $p_{n0}$. The n-side is much longer than the diffusion length $L=\sqrt{D\tau}$, injection is low, and the hole current is carried by diffusion. Electron injection into the p⁺ side and changes of the depletion charge are neglected. Then

$$\frac{\partial p}{\partial t}=D\frac{\partial^2 p}{\partial x^2}-\frac{p}{\tau},\qquad -qAD\left.\frac{\partial p}{\partial x}\right|_{0}=\begin{cases}I_F,&t<0\\-I_R,&t>0.\end{cases}$$

Both $I_F$ and $I_R$ are positive; the signs stand in the boundary condition.

At low injection the edge density follows the junction voltage $V$ as $p(0,t)=p_{n0}(e^{qV/k_BT}-1)$. It vanishes when $V=0$, so storage ends when $p(0,t_s)=0$.

The steady state before switching is $p=p_0e^{-x/L}$. Its edge current is $qADp_0/L=I_F$, which gives

$$p_0=\frac{I_FL}{qAD}.$$

Here $L=100\ \mathrm{\mu m}$ and $p_0=6.2\times10^{15}\ \mathrm{cm^{-3}}$, about 6% of the donor density, so low injection holds to that order.

## First estimate by scaling

The stored charge is $qAp_0L=I_FL^2/D=I_F\tau$. If all of it had to leave through the contact, with little recombination meanwhile, the time would be about $I_F\tau/I_R$.

The end of storage, however, concerns the density at the edge. Switching changes the edge gradient by $(I_F+I_R)/(qAD)$. After a time $t\ll\tau$ this change has spread to a depth of about $\sqrt{Dt}$, so the edge density has dropped by about $(I_F+I_R)\sqrt{Dt}/(qAD)$. Setting the drop equal to $p_0=I_F\sqrt{D\tau}/(qAD)$ gives

$$t_s\sim\tau\left(\frac{I_F}{I_F+I_R}\right)^2 .$$

For $I_R=10$ mA this is $10\ \mathrm{\mu s}\times0.5^2=2.5\ \mathrm{\mu s}$. For 100 mA it is $10\ \mathrm{\mu s}\times0.0909^2=0.083\ \mathrm{\mu s}$. For 1 mA it gives $8.3\ \mathrm{\mu s}$, which is not small compared with $\tau$, so there the estimate is outside its regime.

At large $I_R$ the two estimates scale differently, as $1/I_R$ and $1/I_R^2$. The exact solution must settle the matter.

## Exact solution

**Response to injection at the edge.** Consider

$$G(x,t)=\frac{e^{-x^2/4Dt}}{\sqrt{\pi Dt}}\,e^{-t/\tau}=g(x,t)\,e^{-t/\tau}.$$

Differentiation gives

$$\frac{\partial g}{\partial t}=\left(-\frac1{2t}+\frac{x^2}{4Dt^2}\right)g,\qquad \frac{\partial^2 g}{\partial x^2}=\left(-\frac1{2Dt}+\frac{x^2}{4D^2t^2}\right)g,$$

so $\partial_tg=D\,\partial_x^2g$. The factor $e^{-t/\tau}$ adds the term $-G/\tau$, and $G$ obeys the full equation. Its gradient vanishes at $x=0$ for $t>0$, and $\int_0^\infty g\,dx=1$. Hence $G$ is the density produced by one hole per unit area injected at the edge at $t=0$.

**Superposition.** Write $p=p_0e^{-x/L}-w$. The first term carries $+I_F$ at the edge, and the total must be $-I_R$, so $w$ must carry $I_F+I_R$, starting from $w=0$. Its injection rate per unit area is $(I_F+I_R)/(qA)$. Summing over the ages $s$ of the injected holes,

$$p(x,t)=p_0e^{-x/L}-\frac{I_F+I_R}{qA}\int_0^tG(x,s)\,ds .$$

At $x=0$ put $s=\tau u^2$, $ds=2\tau u\,du$:

$$\int_0^t\frac{e^{-s/\tau}}{\sqrt{\pi Ds}}\,ds=\frac{2\tau}{\sqrt{\pi D\tau}}\int_0^{\sqrt{t/\tau}}e^{-u^2}du=\sqrt{\frac{\tau}{D}}\;\mathrm{erf}\sqrt{t/\tau}.$$

Since $\sqrt{\tau/D}=L/D$,

$$p(0,t)=\frac{L}{qAD}\left[I_F-(I_F+I_R)\,\mathrm{erf}\sqrt{t/\tau}\right].$$

The error function rises steadily from 0 to 1, so the bracket has one zero, given by Kingston's equation:

$$\boxed{\mathrm{erf}\sqrt{t_s/\tau}=\frac{I_F}{I_F+I_R}}$$

For $I_R=10$ mA the right side is 0.5. Then $\sqrt{t_s/\tau}=0.4769$ and $t_s=0.2275\,\tau=2.27\ \mathrm{\mu s}$.

**Charge control.** Let $Q=qA\int_0^\infty p\,dx$. Integrating the diffusion equation over $x$, with no gradient at infinity, gives

$$\frac{dQ}{dt}=-qAD\left.\frac{\partial p}{\partial x}\right|_0-\frac Q\tau=-I_R-\frac Q\tau,\qquad Q(0)=I_F\tau .$$

Thus $Q+\tau I_R$ decays as $e^{-t/\tau}$ from the value $\tau(I_F+I_R)$:

$$Q(t)=\tau\left[(I_F+I_R)e^{-t/\tau}-I_R\right].$$

Setting $Q=0$ gives $e^{t/\tau}=(I_F+I_R)/I_R$, so

$$\boxed{t_{cc}=\tau\ln\left(1+\frac{I_F}{I_R}\right)}$$

The charge balance itself is exact in this model while $I_R$ is held. The approximation lies in identifying the end of storage with $Q=0$.

## Comparison

**Sign of the error.** Let $z=\sqrt{t_s/\tau}$ and define $\mathrm{erfcx}\,z=e^{z^2}\mathrm{erfc}\,z$, where $\mathrm{erfc}=1-\mathrm{erf}$. Kingston's equation gives $\mathrm{erfc}\,z=I_R/(I_F+I_R)$. Therefore

$$\frac{t_{cc}}\tau=-\ln\mathrm{erfc}\,z=z^2-\ln\mathrm{erfcx}\,z,\qquad t_{cc}-t_s=-\tau\ln\mathrm{erfcx}\,z .$$

Substituting $y=z+v$ in $\mathrm{erfc}\,z=(2/\sqrt\pi)\int_z^\infty e^{-y^2}dy$ gives

$$\mathrm{erfcx}\,z=\frac2{\sqrt\pi}\int_0^\infty e^{-v^2-2zv}\,dv .$$

This equals 1 at $z=0$ and falls as $z$ grows. Hence $t_{cc}>t_s$: charge control overestimates the storage time. The charge left at $t_s$ is

$$Q(t_s)=\tau I_R\left[\frac{e^{-z^2}}{\mathrm{erfc}\,z}-1\right]=\tau I_R\left[\frac1{\mathrm{erfcx}\,z}-1\right]>0 .$$

Reverse current requires $\partial p/\partial x>0$ at the edge, so when the edge is empty the density still rises inward. For $I_R=10$ mA it has a maximum of $0.32\,p_0$ at $x=75\ \mathrm{\mu m}$.

**Trend with reverse current.** Raising $I_R$ lowers $\mathrm{erf}\,z$ and therefore $z$. The difference $t_{cc}-t_s=\tau g(z)$, with $g=-\ln\mathrm{erfcx}\,z$, then decreases. The overestimate as a time shrinks with $I_R$.

The ratio is $t_{cc}/t_s=1+g/z^2$. With averages taken over the weight $e^{-v^2-2zv}$, differentiating the logarithm of the integral twice gives

$$g''=-4\left(\langle v^2\rangle-\langle v\rangle^2\right)<0 .$$

So $g$ is concave, and its tangent at $z$ lies above $g(0)=0$ at the origin: $g-zg'>0$. Hence

$$\frac{d}{dz}\frac g{z^2}=\frac{zg'-2g}{z^3}<-\frac g{z^3}<0 .$$

The ratio therefore rises as $I_R$ rises. So the error of charge control grows with $I_R$ as a ratio and shrinks with $I_R$ as a time difference.

**Numbers.** Times are in µs.

| $I_R$ (mA) | scaling | $t_s$ | $t_{cc}$ | $t_{cc}/t_s$ |
|---|---|---|---|---|
| 1 | 8.3 | 14.3 | 24.0 | 1.68 |
| 10 | 2.5 | 2.27 | 6.93 | 3.05 |
| 100 | 0.083 | 0.065 | 0.953 | 14.6 |

The difference $t_{cc}-t_s$ falls from 9.7 to 4.7 to $0.89\ \mathrm{\mu s}$ while the ratio rises. A finite-volume solution of the diffusion equation reproduces these storage times.

At 100 mA the contact has extracted $I_Rt_s=6.5$ nC of the initial $I_F\tau=100$ nC when storage ends, and 93 nC remain. Charge control counts the time to remove this remainder at full current as well. The current cannot be held that long: at 10 mA the held-current solution would reach $p(0)=-0.52\,p_0$ at $t_{cc}$, whereas the total density $p_{n0}+p$ cannot be negative, so the excess density cannot fall below $-p_{n0}$. Since $p_0=p_{n0}(e^{qV/k_BT}-1)$ before switching, $p_{n0}$ is negligible beside $p_0$ when the forward voltage is many times $k_BT/q$.

The error matters when a lifetime is extracted from a measured $t_s$. For a diode that follows the model, with $I_R=I_F$, charge control would infer $2.27\ \mathrm{\mu s}/\ln2=3.3\ \mathrm{\mu s}$ instead of $10\ \mathrm{\mu s}$.

**Limits.** For $I_R\gg I_F$, $\mathrm{erf}\,z\approx2z/\sqrt\pi$, so to leading order

$$t_s\approx\frac\pi4\tau\left(\frac{I_F}{I_R}\right)^2,\qquad t_{cc}\approx\tau\frac{I_F}{I_R},\qquad \frac{t_{cc}}{t_s}\approx\frac{4I_R}{\pi I_F}.$$

The scaling estimate based on the edge had the right power and missed the factor $\pi/4$. The ratio grows without bound, while the difference tends to zero.

For $I_R\ll I_F$, $z$ is large, and the integral for $\mathrm{erfcx}$ is dominated by $v\sim1/z$, where $v^2$ can be dropped. Then $\mathrm{erfcx}\,z\approx1/(z\sqrt\pi)$ and

$$t_{cc}-t_s\approx\tau\ln\sqrt{\pi t_s/\tau}.$$

This grows without bound, but more slowly than $t_s$, so the ratio tends to 1. The approach is slow: even at the purely formal value $I_R/I_F=10^{-12}$ the ratio is 1.09.

**Where the result fails.** While the junction voltage falls to zero the depletion layer widens, which takes charge of its own. Call it $Q_d$. Neglecting it requires $I_Rt_s\gg Q_d$, and the requirement is strict. Most of the voltage drop occurs once the edge is nearly empty, and from then on only the shortfall of the diffusion current below $I_R$ supplies $Q_d$. Near $t_s$ the held-current edge density falls linearly in time. With the edge pinned near zero instead, the shortfall a time $\delta\ll t_s$ later grows as $\sqrt\delta$ and the charge it supplies as $\delta^{3/2}$. For $I_R\gg I_F$, and with all of $Q_d$ counted after the edge has emptied, this delays $V=0$ by $\delta/t_s\approx[3\pi Q_d/(4I_Rt_s)]^{2/3}$. A silicon junction with this area and donor density has $Q_d$ of order 1 nC. At 100 mA, where $I_Rt_s=6.5$ nC, the estimated delay is then about half of $t_s$, so that row describes the model rather than such a diode. At 1 and 10 mA, where $I_Rt_s$ is 14 and 23 nC, the factor $[Q_d/(I_Rt_s)]^{2/3}$ still indicates a delay of order 10%. Since $I_Rt_s\approx(\pi/4)I_F^2\tau/I_R$ at large $I_R$, the condition fails at sufficiently large reverse current. It also fails at sufficiently small reverse current, because $t_s<t_{cc}$ gives $I_Rt_s<I_R\tau\ln(1+I_F/I_R)$, which tends to zero with $I_R$. Both limits derived above are therefore limits of the model, not of a real diode. At small enough $I_R$ even the sign of the error can reverse: with the depletion capacitance of an abrupt silicon junction (acceptor density $10^{19}\ \mathrm{cm^{-3}}$) added to the edge condition, $I_R=0.01$ mA gives $V=0$ at about $120\ \mathrm{\mu s}$, later than $t_{cc}=69\ \mathrm{\mu s}$. Neglecting electron injection into the p⁺ side requires its saturation current density to be small beside that of the n-side, $qn_i^2D/(N_DL)\approx160\ \mathrm{fA/cm^2}$ for silicon with $n_i=10^{10}\ \mathrm{cm^{-3}}$ and $N_D$ the donor density. A thin, heavily doped silicon p⁺ layer can match or exceed this value. If $\beta$ is the ratio of the electron to the hole current, only $I_F/(1+\beta)$ stores holes in the n-side, and at large $I_R$ the storage time is shorter by the factor $(1+\beta)^{-2}$. The result also needs revision if the n-side is not long compared with $L$, if injection is high, or if the circuit does not hold $I_R$ constant until $t_s$.

## Calculated quantities

```
hole diffusivity D = 10.0 cm^2/s
hole lifetime tau = 10.0 us
junction area A = 0.010 cm^2
donor density = 1.0e+17 cm^-3
forward current I_F = 10.0 mA
diffusion length L = 100.0 um
initial edge density p0 = 6.242e+15 cm^-3
p0 / donor density = 0.0624
initial stored charge I_F*tau = 100.0 nC
--- reverse current I_R = 1 mA ---
I_F/(I_F+I_R) = 0.90909, sqrt(ts/tau) = 1.19545
ts/tau = 1.42910, t_cc/tau = 2.39790
storage time ts = 14.2910 us
ts from finite-volume solution = 14.2910 us
charge-control time t_cc = 23.9790 us
difference t_cc-ts = 9.6879 us
ratio t_cc/ts = 1.678
extracted charge I_R*ts = 14.29 nC
residual charge Q(ts) = 16.35 nC
residual fraction Q(ts)/(I_F*tau) = 0.1635
hole maximum at ts: x = 135.0 um, p/p0 = 0.054
formal edge density at t_cc, p/p0 = -0.069
lifetime inferred by charge control = 5.960 us
--- reverse current I_R = 10 mA ---
I_F/(I_F+I_R) = 0.50000, sqrt(ts/tau) = 0.47694
ts/tau = 0.22747, t_cc/tau = 0.69315
storage time ts = 2.2747 us
ts from finite-volume solution = 2.2747 us
charge-control time t_cc = 6.9315 us
difference t_cc-ts = 4.6568 us
ratio t_cc/ts = 3.047
extracted charge I_R*ts = 22.75 nC
residual charge Q(ts) = 59.31 nC
residual fraction Q(ts)/(I_F*tau) = 0.5931
hole maximum at ts: x = 74.6 um, p/p0 = 0.316
formal edge density at t_cc, p/p0 = -0.522
lifetime inferred by charge control = 3.282 us
--- reverse current I_R = 100 mA ---
I_F/(I_F+I_R) = 0.09091, sqrt(ts/tau) = 0.08074
ts/tau = 0.00652, t_cc/tau = 0.09531
storage time ts = 0.0652 us
ts from finite-volume solution = 0.0652 us
charge-control time t_cc = 0.9531 us
difference t_cc-ts = 0.8879 us
ratio t_cc/ts = 14.620
extracted charge I_R*ts = 6.52 nC
residual charge Q(ts) = 92.85 nC
residual fraction Q(ts)/(I_F*tau) = 0.9285
hole maximum at ts: x = 20.4 um, p/p0 = 0.779
formal edge density at t_cc, p/p0 = -2.714
lifetime inferred by charge control = 0.684 us
I_R/I_F = 1e+03: t_cc/ts = 1275.1, 4I_R/(pi I_F) = 1273.2
I_R/I_F = 1e-12: t_cc/ts = 1.0869
same case: (t_cc-ts)/tau = 2.2090, limit form = 2.1902
```
